\section*{First-order repulsion of two electrons in a hard-wall spherical nanocrystal}

\section*{Question}

I am modelling the charging of a silicon nanocrystal in a floating-gate memory. The crystal is a sphere of radius $R$ with an infinitely high wall, and two electrons of opposite spin sit in its lowest orbital. My exercise says that the first-order repulsion in a uniform dielectric is
\begin{equation*}
J=1.786\,\frac{e^2}{4\pi\varepsilon R}.
\end{equation*}

I can write down the orbital, but then I face a six-dimensional integral with $1/|\mathbf r_1-\mathbf r_2|$ in it. I am also unsure about the counting. Is there a factor of one half, or an exchange term to subtract? Finally, my nanocrystal is silicon but its surroundings are oxide, so which $\varepsilon$ do I use, and can I trust the answer for a radius of 2.5 nm?

\section*{Answer}

The integral reduces to one dimension and has a closed form in sine integrals. There is no extra half and no exchange term. Of the effects estimated below, the choice of $\varepsilon$ matters most: for your crystal, silicon's value everywhere gives less than half of the result with the oxide included.

I use SI units with $\varepsilon=\varepsilon_r\varepsilon_0$; in Gaussian units, replace $e^2/(4\pi\varepsilon)$ by $e^2/\varepsilon_r$. The electrons have an isotropic effective mass $m$.

\subsection*{The orbital and the counting}

For an $s$ state write $\psi(r)=u(r)/(\sqrt{4\pi}\,r)$. Inside the well $u''=-k^2u$. Finiteness of $\psi$ at the centre requires $u(0)=0$, and the wall requires $u(R)=0$. The lowest solution is $u\propto\sin(\pi r/R)$, so
\begin{equation}
\psi(r)=A\,\frac{\sin(\pi r/R)}{r},\qquad E_1=\frac{\pi^2\hbar^2}{2mR^2}.
\end{equation}
Normalization fixes $A$:
\begin{equation}
1=4\pi A^2\int_0^R\sin^2\frac{\pi r}{R}\,dr=2\pi R A^2,
\qquad A=\frac{1}{\sqrt{2\pi R}}.
\end{equation}
With $x=r/R$, the probability of finding an electron between $x$ and $x+dx$ is $P(x)\,dx$, where
\begin{equation}
P(x)=4\pi r^2\psi^2R=2\sin^2(\pi x),\qquad 0<x<1.
\end{equation}

Now the spins. The Slater determinant built from $\psi\!\uparrow$ and $\psi\!\downarrow$ is
\begin{equation}
\Psi=\psi(r_1)\psi(r_2)\,
\frac{\uparrow_1\downarrow_2-\downarrow_1\uparrow_2}{\sqrt2}.
\end{equation}
The spin factor is normalized and the repulsion does not act on it. Therefore
\begin{equation}
J=\langle\Psi|V|\Psi\rangle=\frac{e^2}{4\pi\varepsilon}\iint
\frac{\psi^2(r_1)\psi^2(r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .
\end{equation}
There is one pair, and it appears once in the Hamiltonian. A factor $\tfrac12$ belongs to a sum over ordered pairs, which would list this pair twice. The exchange terms of the determinant carry the overlap of opposite spins, which is zero.

\subsection*{From six dimensions to one}

Both densities are spherical, so only the average of $1/|\mathbf r_1-\mathbf r_2|$ over the relative direction is needed. With $\mu$ the cosine of the angle between the vectors,
\begin{align}
\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r_1^2+r_2^2-2r_1r_2\mu}}
&=\frac{1}{2r_1r_2}\Bigl[-\sqrt{r_1^2+r_2^2-2r_1r_2\mu}\Bigr]_{-1}^{1}\notag\\
&=\frac{(r_1+r_2)-|r_1-r_2|}{2r_1r_2}=\frac{1}{\max(r_1,r_2)}.
\end{align}
Thus $J=C\,e^2/(4\pi\varepsilon R)$ with the pure number
\begin{equation}
C=\int_0^1\!\!\int_0^1\frac{P(x)P(x')}{\max(x,x')}\,dx\,dx'.
\end{equation}

Split the square into $x'<x$ and $x'>x$. Exchanging the names of the variables maps one half onto the other, so they contribute equally. In the first half the denominator is $x$, and the inner integral is the probability enclosed within $x$:
\begin{equation}
Q(x)=\int_0^x2\sin^2(\pi x')\,dx'=\int_0^x(1-\cos2\pi x')\,dx'
=x-\frac{\sin2\pi x}{2\pi}.
\end{equation}
Hence
\begin{align}
C&=2\int_0^1\frac{P(x)Q(x)}{x}\,dx\notag\\
&=4\int_0^1\sin^2(\pi x)\,dx
-\frac{2}{\pi}\int_0^1\frac{\sin^2(\pi x)\sin(2\pi x)}{x}\,dx .
\end{align}
The first integral is $\tfrac12$, giving $2$. In the second, use $2\sin^2\pi x=1-\cos2\pi x$ and then $\sin a\cos a=\tfrac12\sin2a$:
\begin{equation}
C=2-\frac1\pi\int_0^1\frac{\sin2\pi x}{x}\,dx
+\frac{1}{2\pi}\int_0^1\frac{\sin4\pi x}{x}\,dx .
\end{equation}
Both integrands are finite at $x=0$, so the separation is allowed. Substituting $t=2\pi x$ in one and $t=4\pi x$ in the other leaves $dx/x=dt/t$. With $\mathrm{Si}(z)=\int_0^z(\sin t/t)\,dt$,
\begin{equation}
\boxed{C=2-\frac{\mathrm{Si}(2\pi)}{\pi}+\frac{\mathrm{Si}(4\pi)}{2\pi}}
\end{equation}
The values $\mathrm{Si}(2\pi)=1.418152$ and $\mathrm{Si}(4\pi)=1.492161$ give
\begin{equation}
C=2-0.45141+0.23748=1.786 .
\end{equation}

An independent route is Fourier space. The transform of $1/r$ is $4\pi/q^2$, and that of the density is $F(q)=\int_0^1P(x)\sin(qx)/(qx)\,dx$, with $q$ in units of $1/R$. Then
\begin{equation}
C=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}F^2(q)=\frac2\pi\int_0^\infty F^2(q)\,dq .
\end{equation}
Numerical integration of this form gives 1.786073, equal to the sine-integral value to all six decimals.

\subsection*{Where the energy sits, and which permittivity to use}

Let the permittivity be $\varepsilon(r)$, still spherically symmetric. Treat the two clouds as positive; the product of charges is the same. Gauss's law gives the potential $\phi$ of one cloud through
\begin{equation}
\frac{d\phi}{dr}=-\frac{e\,Q}{4\pi\varepsilon(r)r^2}.
\end{equation}
The energy of the other cloud in it follows by parts, because the radial density is $dQ/dr$:
\begin{equation}
J=e\int_0^\infty\frac{dQ}{dr}\phi\,dr
=e\bigl[Q\phi\bigr]_0^\infty-e\int_0^\infty Q\frac{d\phi}{dr}\,dr
=\frac{e^2}{4\pi}\int_0^\infty\frac{Q^2}{\varepsilon(r)r^2}\,dr .
\label{field}
\end{equation}
The boundary term vanishes since $Q(0)=0$ and $\phi(\infty)=0$.

For uniform $\varepsilon$ the region outside has $Q=1$ and contributes $\int_1^\infty dx/x^2=1$ to $C$. The inside must supply the rest, $\int_0^1Q^2/x^2\,dx=C-1=0.786$. With $\varepsilon_{\rm in}$ inside and $\varepsilon_{\rm out}$ outside, each part is divided by its own relative permittivity:
\begin{equation}
J=\frac{e^2}{4\pi\varepsilon_0R}
\left[\frac{1}{\varepsilon_{\rm out}}+\frac{C-1}{\varepsilon_{\rm in}}\right].
\label{step}
\end{equation}
More than half of the weight belongs to the surroundings.

Two simple cases help in reading this. For $\varepsilon_{\rm in}\to\infty$ the sphere behaves as a metal, and $J=e^2/(4\pi\varepsilon_0\varepsilon_{\rm out}R)$, which is $e^2$ divided by the capacitance of an isolated sphere. For uniform permittivity but a uniformly filled ball, $Q=x^3$ and the coefficient would be $1+\int_0^1x^4dx=1.2$. The orbital gives more because its density is highest at the centre and zero at the wall.

The dielectric step also makes each electron interact with its own polarization charge, at a cost $\Sigma$ per electron. To first order $E(0)=0$, $E(1)=E_1+\Sigma$ and $E(2)=2E_1+2\Sigma+J$, so
\begin{equation}
E(2)-2E(1)+E(0)=J .
\end{equation}
This difference is the extra cost of the second electron compared with the first. The total energy does contain $2\Sigma$.

\subsection*{When first order is enough}

In the uniform model, $2E_1+J$ is the expectation value of the full Hamiltonian in a trial state, hence an upper bound on the ground-state energy. The next term lowers it. In units of $R$ and $\hbar^2/(mR^2)$, one-electron energies are $k^2/2$, where $k$ is a zero of the spherical Bessel function $j_l$. The repulsion has strength $R/a^*$ in these units, with $a^*=4\pi\varepsilon\hbar^2/(me^2)$. The second-order energy is therefore proportional to
\begin{equation}
\frac{\hbar^2}{mR^2}\left(\frac{R}{a^*}\right)^2
=\frac{me^4}{(4\pi\varepsilon)^2\hbar^2},
\end{equation}
and $R$ drops out.

For the coefficient, expand the repulsion in multipoles. From two $s$ electrons, multipole $l$ creates pairs $(n,l,m)$ and $(n',l,-m)$ with amplitude of magnitude $R^l_{nn'}/(2l+1)$, where
\begin{equation}
R^l_{nn'}=\iint u_{nl}(x)u_{10}(x)\,u_{n'l}(x')u_{10}(x')
\frac{x_<^l}{x_>^{l+1}}\,dx\,dx' .
\end{equation}
Here $u_{nl}$ are normalized radial functions, and $x_<$ and $x_>$ are the smaller and larger of $x,x'$. Squaring and summing over the $2l+1$ values of $m$ leaves one factor $1/(2l+1)$:
\begin{equation}
E^{(2)}=-\frac{me^4}{(4\pi\varepsilon)^2\hbar^2}
\sum_l\frac{1}{2l+1}\sum_{n,n'}{}^{'}
\frac{(R^l_{nn'})^2}{\tfrac12(k_{nl}^2+k_{n'l}^2)-\pi^2}.
\end{equation}
The prime omits the initial state. With 12 radial functions for each $l\le8$ the sum is 0.0695; with 9 for each $l\le6$ it is 0.0693. Much larger sets converge to 0.0696. Of this, 0.0144 comes from terms that excite only one electron, which relax the orbital, and 0.0552 from terms that excite both, which is correlation proper. Dividing by $J$,
\begin{equation}
\frac{|E^{(2)}|}{J}\simeq\frac{0.0695}{1.786}\,\frac{R}{a^*}=0.039\,\frac{R}{a^*}.
\end{equation}
First order is thus the small-sphere limit. In a large sphere the repulsion outweighs the confinement energy, and a product of two undistorted orbitals is no longer a good starting point.

\subsection*{Numbers for your nanocrystal}

I take $R=2.5$ nm, a tunnel oxide of 4 nm, and rough typical material values: relative permittivities 11.7 for silicon and 3.9 for the oxide, and masses $0.92\,m_e$ along and $0.19\,m_e$ across a valley axis. The isotropic mass comes from the mean inverse mass,
\begin{equation}
m=\frac{3\,m_e}{1/0.92+2/0.19}=0.258\,m_e .
\end{equation}
With $\hbar^2/(2m_e)=0.0381$ eV nm$^2$ and $e^2/(4\pi\varepsilon_0)=1.440$ eV nm,
\begin{align}
E_1&=\frac{0.0381\,\pi^2}{0.258\times2.5^2}\ \text{eV}=0.233\ \text{eV},\\
J_{\rm uniform}&=1.786\times\frac{1.440}{11.7\times2.5}\ \text{eV}
=0.0879\ \text{eV}=1.41\times10^{-20}\ \text{J}.
\end{align}
That is the answer to the exercise with silicon's permittivity everywhere. Equation~\eqref{step} instead gives
\begin{equation}
J_{\rm step}=\frac{1.440}{2.5}\left[\frac1{3.9}+\frac{0.786}{11.7}\right]\text{eV}
=(0.1477+0.0387)\ \text{eV}=0.186\ \text{eV},
\end{equation}
larger by a factor 2.12. Using the oxide value everywhere would err the other way: $1.786\times0.1477=0.264$ eV, about 42\% above the stepped result.

The second-order energy, for uniform silicon permittivity and isotropic mass, is $-3.6$ meV, or 4\% of $J_{\rm uniform}$. If $R$ is doubled with all else fixed, $J_{\rm uniform}$ halves to 0.044 eV and this share doubles to 8\%. Here $R/a^*$ is about 1 and 2, and higher orders give some of it back: diagonalizing the two-electron problem lowers the energy by 3.8\% and 7\% of $J_{\rm uniform}$. In the stepped model with hard walls, including the position dependence of the self-polarization energy, $E(2)-2E(1)+E(0)$ falls from 0.186 to about 0.183 eV, or 2\%.

\paragraph{Finite barrier.} A barrier of 3.1 eV and an oxide mass of $0.5\,m_e$ lower the level to 0.183 eV and, for uniform permittivity, reduce $C$ to 1.587. Only 0.7\% of the probability is in the oxide, so the 11\% drop in $C$ needs another cause. Inside, the orbital is still $\sin(kr)/r$, but the lower level means
\begin{equation}
\frac{kR}{\pi}=\sqrt{\frac{0.1832}{0.2329}}=0.887 .
\end{equation}
It resembles a hard-wall orbital of radius $R/0.887$. Since $J\propto1/R$, this suggests $C\simeq0.887\times1.786=1.584$, close to the computed value. The drop comes mainly from the spreading of the charge inside the crystal. With the dielectric step included, $J$ falls by only 5\%, from 0.186 to 0.177 eV, because the larger, outside part of the field energy hardly changes.

\paragraph{Anisotropic mass.} With the two silicon masses, hard walls, uniform permittivity and both electrons in the same valley, $C$ becomes 1.842, a rise of 3\%. The first orbital spacing is then 0.098 eV, comparable with $J_{\rm uniform}$. The correction beyond first order may therefore exceed the isotropic 4\%; I have not calculated it. Silicon's six valleys also let the electrons occupy different ones. For an isotropic mass their envelopes, and hence the direct repulsion, are the same. With the two masses, valleys on perpendicular axes give $C=1.832$, slightly below the same-valley value. Intervalley exchange and valley splitting are left out.

\paragraph{The channel.} Treat the channel as a conducting plane at distance $h=R+4\ \text{nm}=6.5$ nm from the centre. Outside the sphere, each electron's field is that of a point charge at the centre. Its image lies $2h$ away and attracts the other electron, lowering $J$ by
\begin{equation}
\frac{e^2}{4\pi\varepsilon_0\varepsilon_{\rm out}\,2h}
=\frac{1.440}{3.9\times13}\ \text{eV}=0.028\ \text{eV}.
\end{equation}
This is the leading order: repeated polarization between sphere and plane is neglected, as is the control gate. A depleted channel screens less than a conductor.

\subsection*{Set beside a real memory cell}

Of the assumptions examined here, the uniform dielectric matters most: replacing it by the dielectric step moves $J$ from 0.088 to 0.186 eV. The finite barrier brings it to 0.177 eV, and subtracting the image term leaves about 0.15 eV. This is a first-order estimate within the isotropic-mass model, without correlation, and not a measured charging energy. It also assumes a parabolic band (a nonparabolicity of $0.5\ \text{eV}^{-1}$ would lower the hard-wall level from 0.233 to about 0.21 eV) and bulk permittivities that change abruptly at the crystal surface, both approximations at a radius of 2.5 nm. It is nearly six times $k_BT=0.026$ eV at 300 K, so in this model the cost of the second electron is well above the thermal energy. Without the channel's image, two electrons produce a field of 1.2 MV/cm in the oxide at the crystal surface, well below the rough breakdown scale of 10 MV/cm. An applied field strengthens it on one side of the crystal and opposes it on the other, so the total must be checked separately during writing and erasing.

Tunnelling hardly affects $J$ itself. For one electron in the finite-barrier level at zero bias, with a 4 nm oxide shell that leaks into silicon in every direction, the level width is $3\times10^{-23}$ eV. The corresponding lifetime is $2\times10^7$ s, about eight months. Do not read this as a retention time: a real crystal faces the channel on one side only, while a second electron, or a field that pulls the electrons towards the channel, raises the leakage. The rate also falls roughly exponentially with oxide thickness and steeply with barrier height and oxide mass: an oxide mass of $0.42\,m_e$ instead of $0.5\,m_e$ shortens the lifetime more than fiftyfold, to about four days.

So for the exercise, quote $1.786\,e^2/(4\pi\varepsilon R)$. For the device, start from equation~\eqref{step}. The remaining digits are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Si(2 pi) = 1.418152, Si(4 pi) = 1.492161
C from sine integrals = 1.786073
C from double integral = 1.786073
C from Fourier integral = 1.786073
field part of C inside the sphere = 0.786073
second-order coefficient = -0.0695 m e^4/((4 pi eps)^2 hbar^2)
same with smaller orbital set = -0.0693
radius = 2.5 nm, tunnel oxide = 4.0 nm
relative permittivity in, out = 11.7, 3.9
masses along, across, oxide = 0.92, 0.19, 0.5 m_e
isotropic mass = 0.2583 m_e
barrier = 3.1 eV, temperature = 300 K
e^2/(4 pi eps0) = 1.43996 eV nm
hbar^2/(2 m_e) = 0.038100 eV nm^2
e^2/(4 pi eps R), silicon eps = 0.04923 eV
hard-wall level E1 = 0.2329 eV
J, uniform silicon eps = 0.08793 eV = 1.409e-20 J
2 E1 + J = 0.5537 eV
J with dielectric step = 0.1864 eV
outside part of that J = 0.1477 eV
inside part of that J = 0.0387 eV
ratio stepped/uniform J = 2.120
second-order energy, uniform eps = -3.57 meV
second order / J = -4.06 %
finite-barrier level = 0.1832 eV
probability in the oxide = 0.70 %
C with finite barrier, uniform eps = 1.587
J, finite barrier and dielectric step = 0.1765 eV
C with anisotropic mass, same valley = 1.842
hard-wall level, anisotropic mass = 0.2282 eV
first orbital spacing, anisotropic = 0.0976 eV
lowering of J by channel image = 0.0284 eV
tunnelling width = 3.1e-23 eV
tunnelling lifetime = 2.1e+07 s
oxide field at surface, two electrons = 1.18 MV/cm
kT = 0.0259 eV
J/kT uniform = 3.40, stepped = 7.21
\end{verbatim}
